# Vacuum dependence of out-of-plane Born charges in slab supercells

## Problem

An insulating slab, infinite in \(x\) and \(y\), is treated in a periodic supercell. The in-plane cell has area \(A\), and the slab repeats along \(z\) with period \(L\), most of which may be vacuum. Density functional perturbation theory gives two quantities for this supercell.

- The Born charge \(Z_{zz}(L)=dp/du\). Here \(u\) is the \(z\) displacement of one atom, the same in every cell, and \(p\) is the \(z\) dipole per cell. All other ions stay fixed, and the electric field averaged over the cell is zero.
- The dielectric constant \(\epsilon_{zz}(L)=dD/dE\), where \(E\) is the cell-averaged field along \(z\). All ions are clamped, and the electrons respond self-consistently.

The zero average field in the first definition is built into a plane-wave calculation: the Hartree potential is periodic, and a periodic potential has no average slope. In perturbation theory the same condition appears as the omission of the \(\mathbf G=0\) term of the induced Hartree potential, which in the long-wavelength limit would carry the macroscopic field.

How does \(Z_{zz}\) depend on the amount of vacuum? Which charge, built from these two quantities, belongs to the slab alone, and under what conditions?

Hartree atomic units are used, with \(D=E+4\pi P\) and \(P=p/(AL)\). Charges are in units of \(e\). The average in-plane field is zero throughout.

As an example, take a model slab of three layers X–M–X at \(z=-3,0,3\) bohr, with \(A=30\) bohr². The layers carry Gaussian core charges 1, 2, 1 and short-range wells that attract electrons. Four electrons fill the two lowest levels for motion along \(z\); in-plane motion is frozen out. The electrons interact in the Hartree approximation, so exchange and correlation are left out. The atom displaced is M.

## First estimate by scaling

Let the displacement create a dipole \(\delta p\) per cell. A dipole layer produces a potential step \(4\pi\,\delta p/A\). Since the potential must be periodic, this step has to be undone over the length \(L\), which requires an additional field of size

\[
\delta E\sim\frac{4\pi\,\delta p}{AL}.
\]

This field points along \(\delta p\) and polarizes the slab further. If \(\alpha\) is the slab polarizability per cell, the extra dipole is \(\alpha\,\delta E\), a fraction \(4\pi\alpha/(AL)\) of the original one.

To estimate \(\alpha\), replace the slab by a conducting plate of thickness \(t\). An outside field \(E_v\) is screened by surface charges \(\pm E_v/4\pi\) per area, whose dipole per cell is \(AtE_v/4\pi\). Thus \(4\pi\alpha/A=t\), and

\[
Z_{zz}(L)\approx Z_{zz}(\infty)\left(1+\frac{t}{L}\right).
\]

With \(t\approx6\) bohr, the distance between the outer layers, the charge at \(L=20\) bohr should exceed its infinite-vacuum value by about 30%. The error falls only as \(1/L\), although the overlap of neighbouring slabs falls exponentially.

## Exact solution

**What the slab feels.** Assume that the densities of neighbouring slabs do not overlap appreciably, and that the exchange-correlation potential, if there is one, is semilocal, so that it depends on the density nearby. Neighbours then act on a slab through electrostatics alone. In the vacuum the potential obeys Laplace's equation. Its components with in-plane wavevector \(\mathbf G_\parallel\neq0\) decay as \(e^{-|\mathbf G_\parallel||z|}\) away from their source and are negligible across a wide gap. The component with \(\mathbf G_\parallel=0\) has zero second derivative, so it is a constant plus a uniform field \(E_v\). The slab is neutral, so by Gauss's law \(E_v\) is the same on both sides.

Each slab is therefore in the state of an isolated slab in an external field \(E_v\). Its dipole is a function \(p(u,E_v)\) that does not contain \(L\):

\[
dp=Z_{\rm oc}\,du+\alpha\,dE_v,\qquad
Z_{\rm oc}=\left.\frac{\partial p}{\partial u}\right|_{E_v},\qquad
\alpha=\left.\frac{\partial p}{\partial E_v}\right|_{u}. \tag{1}
\]

**Average field.** Let \(E_z(z)\) and \(\rho(z)\) be the in-plane averages of field and charge density, with \(dE_z/dz=4\pi\rho\). Put the cell boundaries \(\pm L/2\) in the vacuum, where \(E_z=E_v\), and integrate by parts:

\[
E=\frac1L\int_{-L/2}^{L/2}E_z\,dz
=\frac1L\Big[zE_z\Big]_{-L/2}^{L/2}-\frac{4\pi}{L}\int_{-L/2}^{L/2} z\rho\,dz
=E_v-\frac{4\pi p}{AL}. \tag{2}
\]

The last step uses \(p=A\int z\rho\,dz\). Since \(D=E+4\pi p/(AL)\), equation (2) says \(D=E_v\). The charge \(Z_{\rm oc}\) is thus taken at fixed \(D\), the condition of an open circuit, while \(Z_{zz}\) is taken at fixed \(E\), that of a short circuit.

**Dielectric constant.** With clamped ions \(du=0\), and (1) gives \(dp=\alpha\,dE_v\). Put this into the differential of (2):

\[
dE=\left(1-\frac{c}{L}\right)dE_v,\qquad c=\frac{4\pi\alpha}{A}.
\]

Because \(dD=dE_v\),

\[
\epsilon_{zz}(L)=\frac{dD}{dE}=\frac{1}{1-c/L}. \tag{3}
\]

**Born charge.** Now \(E\) is held at zero, so (2) requires \(dE_v=4\pi\,dp/(AL)\). Insert this into (1):

\[
dp=Z_{\rm oc}\,du+\frac{c}{L}\,dp
\quad\Longrightarrow\quad
Z_{zz}(L)=\frac{dp}{du}=\frac{Z_{\rm oc}}{1-c/L}. \tag{4}
\]

Division of (4) by (3) removes \(c\):

\[
\boxed{\;\frac{Z_{zz}(L)}{\epsilon_{zz}(L)}=Z_{\rm oc}\;} \tag{5}
\]

As \(L\to\infty\), \(\epsilon_{zz}\to1\) and \(Z_{zz}\to Z_{\rm oc}\): the infinite-vacuum limit of the Born charge is the open-circuit charge. At finite \(L\), \(Z_{zz}\) is not a faulty number. It is the short-circuit charge of a stack of slabs with that spacing.

**Which dielectric constant.** The \(\alpha\) in (4) is a derivative at fixed ions, so the divisor must be the clamped-ion \(\epsilon_{zz}\) of the same supercell. A value that includes ionic relaxation contains a different polarizability and does not cancel the factor in (4).

**When the ratio is independent of \(L\).** The derivatives in (1) are taken at the equilibrium state, where \(E=0\) and hence

\[
E_v=\frac{4\pi p}{AL}. \tag{6}
\]

If the slab has no equilibrium dipole, for instance because of a mirror plane, then \(E_v=0\) for every \(L\), and \(Z_{\rm oc}\) is one fixed number. A polar slab sits in a vacuum field that changes with \(L\). Equation (5) still holds, but with \(Z_{\rm oc}\) taken at the field (6). To leading order,

\[
\frac{Z_{zz}}{\epsilon_{zz}}\approx Z_{\rm oc}(0)+\frac{\partial Z_{\rm oc}}{\partial E_v}\,\frac{4\pi p_0}{AL},
\]

where \(p_0\) is the dipole of the isolated slab. A drift of order \(1/L\) remains. The expression is the large-\(L\) limit and keeps the ionic positions the same for every \(L\). If the geometry is relaxed in each supercell, the field (6) also moves the ions, and this adds a further term of order \(1/L\).

## Numbers for the model slab

An open-boundary calculation of the isolated slab gives \(Z_{\rm oc}=1.044\) and \(\alpha=12.99\) bohr³, so

\[
c=\frac{4\pi\times12.99}{30}=5.441\ \text{bohr}=2.879\ \text{Å}.
\]

For \(L=20\) bohr, (3) and (4) then predict

\[
\epsilon_{zz}=\frac{1}{1-5.441/20}=1.374,\qquad
Z_{zz}=1.044\times1.374=1.434.
\]

The periodic calculations use neither \(Z_{\rm oc}\) nor \(\alpha\). They find \(Z_{zz}\) by finite displacement and \(\epsilon_{zz}\) by linear response:

| \(L\) (bohr) | \(Z_{zz}\) | \(\epsilon_{zz}\) | \(Z_{zz}/\epsilon_{zz}\) |
|---|---|---|---|
| 20 | 1.434 | 1.374 | 1.044 |
| 30 | 1.275 | 1.222 | 1.044 |
| 60 | 1.148 | 1.100 | 1.044 |

**Two cells without a dielectric calculation.** Equation (4) can be written \(L/Z_{zz}=(L-c)/Z_{\rm oc}\). For a nonpolar slab, subtracting this relation for two periods eliminates \(c\):

\[
Z_{\rm oc}=\frac{L_2-L_1}{L_2/Z_2-L_1/Z_1}
=\frac{40-20}{40/1.2082-20/1.4340}
=\frac{20}{33.107-13.947}=1.044.
\]

**Sum over atoms.** A rigid shift of the whole neutral slab at fixed \(E_v\) leaves \(p\) unchanged, so the open-circuit charges add to zero. By (4) all \(Z_{zz}\) carry the same factor, so they add to zero as well. At \(L=20\) bohr each outer layer has \(-0.717\), and \(1.434-2\times0.717=0\). The sum rule therefore cannot reveal the vacuum dependence.

**Local fields.** Suppose the electrons respond to the average field alone, without the potential of their own induced density. The dielectric constant is then \(1+c_0/L\), where \(c_0\) contains the polarizability of independent electrons. Dividing by it gives 0.768 at \(L=20\) bohr and 0.891 at 60 bohr, instead of 1.044. From the first value, \(1+c_0/L=1.434/0.768=1.867\), so \(c_0\approx17.3\) bohr, about three times \(c\). The induced charge strongly reduces the field inside the slab, and this divisor ignores that reduction.

**A polar slab.** Moving M to \(z=0.5\) bohr and making one outer well shallower gives an isolated dipole of 0.727 \(e\) bohr and \(Z_{\rm oc}(0)=0.760\). The supercells give

| \(L\) (bohr) | \(E_v\) (a.u.) | \(Z_{zz}/\epsilon_{zz}\) | \(Z_{\rm oc}(E_v)\) |
|---|---|---|---|
| 24 | 0.0170 | 0.810 | 0.810 |
| 48 | 0.0073 | 0.782 | 0.782 |

The last column comes from the isolated slab in the field (6). These fields are 8.7 and 3.7 V/nm, and the isolated dipole corresponds to a potential step \(4\pi p_0/A\approx0.30\) hartree, about 8 eV. The model is very strongly polar, so the size of the shifts below belongs to this model, and a slab with a smaller dipole per area sits in a proportionally smaller field. Relative to \(Z_{\rm oc}(0)\), the ratio is too large by 6.6% and 2.9%. Doubling \(L\) reduces the shift by a factor of 2.25 rather than 2, for two opposing reasons. The dipole in (6) itself falls, from 0.972 to 0.833 \(e\) bohr, so the field drops by \(2\times0.972/0.833=2.33\). The shift of \(Z_{\rm oc}\) grows slightly less than linearly with the field, which brings the factor down from 2.33 to 2.25.

## Comparison of the estimate with the exact solution

Expanding (4) for \(c<L\) shows what the estimate left out:

\[
\frac{Z_{zz}}{Z_{\rm oc}}=1+\frac cL+\frac{c^2}{L^2}+\dots
\]

The estimate stops after the first polarization of the slab by the additional field. That polarization adds to the dipole, which raises the field again, and the geometric series sums this feedback. The estimate also replaces \(c\) by the layer distance \(t\). The excess of \(Z_{zz}\) over \(Z_{\rm oc}\), relative to \(Z_{\rm oc}\), is:

| \(L\) (bohr) | \(t/L\) | \(c/L\) | exact |
|---|---|---|---|
| 20 | 30% | 27.2% | 37.4% |
| 30 | 20% | 18.1% | 22.2% |
| 60 | 10% | 9.1% | 10.0% |

The scaling argument gives the sign and the \(1/L\) law. By (4) the exact excess is \(c/(L-c)\), which equals the estimate \(t/L\) when \(c=tL/(L+t)\). For \(L\gg t\) the estimate thus gives the size only when \(c\) is close to \(t\); at smaller \(L\) agreement needs a \(c\) below \(t\). By (2), \(c=\int(1-dE_z/dE_v)\,dz\), so \(c\) measures both how much the field is screened and over what width. In this model the field between the outer layers is reduced to about a quarter of \(E_v\) on average, which contributes about 4.4 bohr to \(c\); the electron density beyond the outer layers adds about 1.1 bohr. In a uniform dielectric plate of thickness \(t\) and constant \(\epsilon_s\), \(D=E_v\) gives \(4\pi P=(1-1/\epsilon_s)E_v\), so \(c=t(1-1/\epsilon_s)\). This is well below \(t\) when \(\epsilon_s\) is close to 1. Conversely, in a thin slab the density beyond the outer layers can make \(c\) larger than the distance between them. The close agreement of the estimate at 60 bohr is a cancellation: \(t\) is larger than \(c\) by about as much as the missing feedback requires. At 20 bohr the feedback is larger, and the estimate falls short.

The numerical check checks relation (5), formula (3), the two-cell result and the polar case numerically for this model.

## Numbers as computed

```
in-plane area A = 30.0 bohr^2
core width = 0.7 bohr, well width = 1.0 bohr
symmetric layer: z = -3.0 bohr, core charge = 1.0 e, well depth = 1.2 hartree
symmetric layer: z = 0.0 bohr, core charge = 2.0 e, well depth = 0.4 hartree
symmetric layer: z = 3.0 bohr, core charge = 1.0 e, well depth = 1.2 hartree
polar layer: z = -3.0 bohr, core charge = 1.0 e, well depth = 1.2 hartree
polar layer: z = 0.5 bohr, core charge = 2.0 e, well depth = 0.4 hartree
polar layer: z = 3.0 bohr, core charge = 1.0 e, well depth = 1.0 hartree
displacement step = 0.01 bohr
isolated: highest occupied level = -0.8450 hartree
isolated: gap to next level = 0.2756 hartree
isolated: equilibrium dipole = 4.9e-14 e bohr
isolated: Z_oc of M = 1.04383 e
isolated: Z_oc of outer layers = -0.52192, -0.52192 e
isolated: polarizability alpha = 12.9902 bohr^3
isolated: c = 4 pi alpha/A = 5.4413 bohr = 2.8794 angstrom
L = 20 bohr: Z_zz = 1.43399 e, eps_zz = 1.37376, Z_zz/eps_zz = 1.04384 e
L = 20 bohr: eps_zz from alpha = 1.37375, Z_zz/eps_zz without local fields = 0.76812 e
L = 25 bohr: Z_zz = 1.33425 e, eps_zz = 1.27820, Z_zz/eps_zz = 1.04385 e
L = 25 bohr: eps_zz from alpha = 1.27821, Z_zz/eps_zz without local fields = 0.78787 e
L = 30 bohr: Z_zz = 1.27512 e, eps_zz = 1.22156, Z_zz/eps_zz = 1.04384 e
L = 30 bohr: eps_zz from alpha = 1.22156, Z_zz/eps_zz without local fields = 0.80811 e
L = 40 bohr: Z_zz = 1.20820 e, eps_zz = 1.15745, Z_zz/eps_zz = 1.04384 e
L = 40 bohr: eps_zz from alpha = 1.15745, Z_zz/eps_zz without local fields = 0.84287 e
L = 60 bohr: Z_zz = 1.14794 e, eps_zz = 1.09973, Z_zz/eps_zz = 1.04384 e
L = 60 bohr: eps_zz from alpha = 1.09973, Z_zz/eps_zz without local fields = 0.89060 e
L = 20 bohr: Z_zz of outer layers = -0.71700, -0.71700 e
L = 20 bohr: |sum of Z_zz| = 4.1e-06 e
Z_oc from Z_zz at L = 20 and 40 bohr alone = 1.04384 e
polar: isolated dipole = 0.7274 e bohr
polar: Z_oc of M at zero vacuum field = 0.76022 e
polar, L = 24 bohr: dipole = 0.9719 e bohr, vacuum field = 0.01696 hartree/(e bohr)
polar, L = 24 bohr: Z_zz/eps_zz = 0.81013 e, Z_oc at this field = 0.81013 e
polar, L = 24 bohr: shift from zero-field Z_oc = 0.04992 e
polar, L = 48 bohr: dipole = 0.8328 e bohr, vacuum field = 0.00727 hartree/(e bohr)
polar, L = 48 bohr: Z_zz/eps_zz = 0.78235 e, Z_oc at this field = 0.78235 e
polar, L = 48 bohr: shift from zero-field Z_oc = 0.02214 e
```
